# Lorentz deflection, Bragg angles and the defocus for domain-wall contrast

A simulation of a magnetic domain wall in a transmission electron microscope needs a defocus range before its first run: nanometres, as for lattice fringes, or tens of micrometres. The choice depends on how far the film's magnetic induction turns the beam.

## The estimate on the back of an envelope

Take a film of thickness \(t\) with uniform in-plane induction \(B\), crossed at normal incidence by an electron of speed \(v\), momentum \(p\) and wavelength \(\lambda=h/p\). With \(e>0\) the elementary charge, the sideways force \(evB\) acts for a time \(t/v\). The sideways momentum is therefore \(eBt\), and the speed has cancelled. Dividing by the forward momentum gives the deflection

\[
\beta\simeq\frac{eBt}{p}=\frac{e\lambda Bt}{h}.
\]

For 200 kV, 1 T and 50 nm,

\[
\beta=\frac{8.011\times10^{-27}\ \mathrm{kg\,m/s}}{2.642\times10^{-22}\ \mathrm{kg\,m/s}}
=30.3\ \mathrm{\mu rad}.
\]

Lattice planes of spacing \(d=0.2\) nm scatter the same beam through about \(\lambda/d=2.508\ \mathrm{pm}/0.2\ \mathrm{nm}=12.5\) mrad, some 414 times as much.

The defocus has no value until a wall width and a contrast are chosen. On the two sides of a 180° wall the rays turn in opposite directions. After a distance \(\Delta\) they have moved sideways by \(\beta\Delta\). If the wall has half-width \(\delta\), the ray density changes by a fraction of order \(\beta\Delta/\delta\). A contrast \(C\) thus needs

\[
\Delta\simeq\frac{C\delta}{\beta}.
\]

With \(C=0.1\) and \(\delta=20\) nm this is \(2\ \mathrm{nm}/30.3\ \mathrm{\mu rad}=66\) µm. These are round model parameters, not those of a particular material.

## The deflection from the equation of motion

The total energy after acceleration through a voltage \(U\) is \(eU+mc^2\), where \(m\) is the electron mass. Hence

\[
p^2c^2=(eU+mc^2)^2-m^2c^4=2eUmc^2+(eU)^2,
\]
\[
p=\sqrt{2meU+(eU/c)^2},\qquad \lambda=\frac hp .
\]

Let the beam travel along \(+z\), and let \(\mathbf B=(0,B,0)\) for \(0<z<t\). The force on charge \(-e\) is

\[
-e\,\mathbf v\times\mathbf B=eB\,(v_z,\,0,\,-v_x).
\]

Its first component reads \(dp_x/dt'=eB\,dz/dt'\), with \(t'\) the time. Integration from the entrance face, where \(p_x=0\), gives \(p_x=eBz\). At the exit face \(p_x=eBt\). The force is perpendicular to the velocity, so \(|\mathbf p|=p\) is unchanged and

\[
\sin\beta=\frac{eBt}{p}.
\]

This holds for a uniform slab with \(eBt<p\); in a thicker slab the electron turns back before reaching the exit face. The envelope formula replaces \(\sin\beta\) by \(\beta\), with a relative error of about \(\beta^2/6\), negligible for the film. A slab 0.5 mm thick, far too thick to be a specimen but useful as a test of the mechanics, shows the difference: the integrated trajectory leaves at 0.3081 rad, while \(eBt/p=0.3032\). The sine of the first number is the second.

Inside the thin film the angle grows as \(\beta z/t\), so the sideways shift at the exit is

\[
\int_0^t\frac{\beta z}{t}\,dz=\frac{\beta t}{2}=0.76\ \mathrm{pm}.
\]

This is tiny compared with the wall width, so the film can be treated as a thin sheet that changes the direction of a ray but not its position. If stray fields extend outside the film, the same small-angle integration replaces \(Bt\) by \(\int B_y\,dz\) along the whole path. Stray fields are neglected here, as is any objective-lens field at the specimen, which could alter its magnetization.

## The same angle as a phase ramp

The vector potential \(A_z=-Bx\) inside the film gives \(B_y=-\partial_xA_z=B\). For charge \(-e\) it contributes the phase

\[
\varphi(x)=-\frac e\hbar\int_0^tA_z\,dz=\frac{eBt\,x}{\hbar}.
\]

Two paths a distance \(x\) apart enclose the flux \(Btx\), and their phase difference is this flux times \(e/\hbar\). With \(k=2\pi/\lambda=p/\hbar\), a transverse phase gradient \(\varphi'\) means a propagation angle

\[
\theta=\frac{\varphi'}{k}=\frac{eBt}{\hbar k}=\frac{eBt}{p}=\beta,
\]

equal to the classical result in size and sign.

Suppose that the lattice acts as a thin periodic transmission function, a sum of terms \(c_ne^{2\pi inx/d}\) with integer \(n\). Multiplication by \(e^{ik\beta x}\) adds \(k\beta\) to every transverse wave number. In the small-angle approximation the spots move from \(n\lambda/d\) to \(n\lambda/d+\beta\), so the direct and diffracted spots shift together. Dynamical diffraction redistributes intensity among the spots, which this estimate of angles does not describe.

Explicit Fourier sums over such a lattice place the direct spot at 30.3 µrad and the first diffracted spot 30.2 µrad beyond its Bragg position. The small difference has a geometrical origin. The Bragg position was taken as \(2\arcsin s\), with \(s=\lambda/(2d)\), whereas the small-angle sum puts the unshifted spot at \(2s\). Since \(2\arcsin s-2s\simeq s^3/3\) and \(s=6.27\times10^{-3}\), the offset is 0.08 µrad.

There is a practical consequence for the simulation cell. A periodic cell of width \(L\) represents angles in steps of \(\lambda/L\). Steps no larger than \(\beta\) require

\[
L\ge\frac\lambda\beta=\frac{h}{eBt}=83\ \mathrm{nm},
\]

the width through which the film carries one flux unit \(h/e\). This is a minimum for angular sampling; the cell must also contain the walls and their fringes.

## Against the Bragg angle

Bragg's law for first order is \(2d\sin\theta_B=\lambda\). The angle between the direct and diffracted beams is \(2\theta_B\), not \(\theta_B\). Here \(\theta_B=6.27\) mrad and \(2\theta_B=12.54\) mrad. For small angles \(2\theta_B\simeq\lambda/d\), and

\[
\frac{\beta}{2\theta_B}\simeq\frac{e\lambda Bt/h}{\lambda/d}=\frac{Btd}{h/e}.
\]

The wavelength has cancelled. What remains is the flux through an area \(td\), in units of \(h/e\):

\[
\frac{1.0\times10^{-17}\ \mathrm{Wb}}{4.136\times10^{-15}\ \mathrm{Wb}}=2.42\times10^{-3}.
\]

Changing the voltage changes both angles but not their ratio, within the small-angle approximation. The integrated trajectories give deflections of 44.8, 30.3 and 23.8 µrad at 100, 200 and 300 kV, and the ratio stays at \(2.418\times10^{-3}\). A lower voltage makes the magnetic splitting larger in angle, but not larger relative to the diffraction pattern.

## From deflection to wall contrast

A film that changes only the phase has the exit wave \(e^{i\varphi(x)}\), whose intensity is \(|e^{i\varphi}|^2=1\). An ideal lens in focus, passing all the scattered angles, reproduces this uniform intensity. Defocus makes the directions visible.

Let \(\Delta>0\) denote free propagation beyond the film. A ray that leaves at \(x\) with angle \(\theta(x)\) arrives at \(X=x+\Delta\theta(x)\). As long as rays have not crossed, the electrons in \(dx\) are those in \(dX\), so \(I\,dX=dx\) for unit incident intensity, and

\[
I(X)=\frac{1}{dX/dx}=\frac{1}{1+\Delta\,\theta'(x)} .
\]

Model the wall by \(B_y(x)=\pm B\tanh(x/\delta)\). Then \(\theta=\pm\beta\tanh(x/\delta)\) and \(\theta'=\pm(\beta/\delta)\,\mathrm{sech}^2(x/\delta)\). At the centre, where \(\theta=0\) and \(\mathrm{sech}^2=1\), define \(C=\Delta\beta/\delta\). The upper sign spreads the rays and the lower sign gathers them:

\[
I_{\rm dark}=\frac1{1+C},\qquad I_{\rm bright}=\frac1{1-C}.
\]

Half their difference, relative to the unit background, is

\[
\frac{I_{\rm bright}-I_{\rm dark}}2
=\frac{(1+C)-(1-C)}{2(1-C^2)}=\frac{C}{1-C^2}\simeq C .
\]

Solving the definition of \(C\) for the defocus gives

\[
\Delta=\frac{C\delta}{\beta}=\frac{C\delta h}{e\lambda Bt}.
\]

The envelope estimate therefore has the right prefactor for this wall profile and this measure of contrast. Reversing the sign of \(\Delta\) exchanges bright and dark walls. At fixed \(C\) and \(\delta\) the defocus scales as \(1/\beta\): the deflections above turn 66 µm at 200 kV into 45 µm at 100 kV and 84 µm at 300 kV.

The ray formula ends where \(1+\Delta\theta'\) first vanishes. At a gathering wall this happens at the centre, where \(\mathrm{sech}^2\) is largest, when

\[
\Delta=\frac\delta\beta=660\ \mathrm{\mu m}.
\]

The ray intensity diverges there. Wave propagation gives a central intensity of 2.92 times the background, large but finite. The chosen 66 µm lies a factor of ten below this limit.

## What diffraction changes

A wave component with transverse wave number \(q\) has \(k_z=\sqrt{k^2-q^2}\simeq k-q^2/(2k)\). Apart from a common phase, propagation multiplies it by \(e^{-i\chi}\), with \(\chi=\Delta q^2/(2k)\).

Consider first a weak phase \(\varphi=\varphi_q\cos qx\), for which \(e^{i\varphi}\simeq1+i\varphi\). After propagation the wave is \(1+i\varphi_qe^{-i\chi}\cos qx\). Because \(ie^{-i\chi}=\sin\chi+i\cos\chi\), the intensity to first order in \(\varphi_q\) is

\[
I=1+2\varphi_q\sin\chi\,\cos qx .
\]

Now insert \(\sin\chi\simeq\chi-\chi^3/6\) and add the components of a general weak phase. Each factor \(q^2\) stands for \(-d^2/dx^2\), so

\[
I-1\simeq-\frac{\Delta}{k}\left[\varphi''-\frac16\left(\frac{\Delta}{2k}\right)^2\varphi^{(6)}\right].
\]

The first term is \(-\Delta\theta'\), the small-defocus form of the ray result. Integrating \(\varphi'=k\theta\) gives the wall phase \(\pm k\beta\delta\ln\cosh(x/\delta)\), which grows without bound far from the wall. The intensity at the centre, however, draws mainly on the wave within a few times the ray shift \(\beta\Delta\) or the diffraction length \(\sqrt{\Delta/k}\), whichever is larger. When this region reaches no farther than about \(\delta\) from the centre, the phase changes over it by less than about \(k\beta\delta\), so \(k\beta\delta\ll1\) is enough for the wall to count as weak. It is not necessary. Near the centre the phase is \(\pm k\beta x^2/(2\delta)\), and over a diffraction length short compared with \(\delta\) it reaches only \(\beta\Delta/(2\delta)=C/2\); in that case the quantity that must be small is \(C\). For the wall, \(\varphi''=k\theta'\) is proportional to \(\mathrm{sech}^2u\) with \(u=x/\delta\). From \(\cosh^2u=1+u^2+u^4/3+\dots\) its reciprocal is

\[
\mathrm{sech}^2u=1-u^2+\tfrac23u^4+\dots
\]

The fourth derivative at the centre is \(24\times\frac23=16\) in \(u\), or \(16/\delta^4\) in \(x\). Diffraction therefore multiplies the weak-phase contrast by

\[
1-\frac16\left(\frac{\Delta}{2k}\right)^2\frac{16}{\delta^4}
=1-\frac83a^2,\qquad a=\frac{\Delta}{2k\delta^2}\ll1 .
\]

For a wall in a much weaker field, with \(a=0.05\), the formula gives a loss of 0.667% of the ray contrast, and wave propagation gives 0.631%. The formula keeps the leading term alone.

Substituting \(\Delta=C\delta/\beta\) shows when diffraction matters at fixed contrast:

\[
a=\frac{C}{2k\beta\delta},\qquad
k\beta\delta=\frac{eBt\delta}{\hbar}=2\pi\,\frac{Bt\delta}{h/e}.
\]

In the example \(Bt\delta\) is 0.242 of \(h/e\), so \(k\beta\delta=1.52\) and \(a=0.033\). Halving the wall width halves the required defocus but doubles \(a\), and the leading correction becomes four times as large. The ray estimate fails for walls so narrow, or films so thin, that \(a\) is no longer small. These statements are for small \(C\); at fixed \(a\) the diffraction correction grows well beyond \(\frac83a^2\) as \(C\) approaches the ray crossing at \(C=1\).

At 1 T the phase scale \(k\beta\delta=1.52\) is not small, but the diffraction length \(\sqrt{\Delta/k}\) is only 5.1 nm and the phase changes over it by about \(C/2=0.05\) rad. The factor \(1-\frac83a^2\), applied to the ray contrast, suggests a loss of 0.3%, up to corrections that grow with \(C\). Full wave propagation makes no weak-phase assumption. It gives central intensities of 1.1106 and 0.9093, against 1.1111 and 0.9091 from rays. The wave contrast is 0.1007, while \(C/(1-C^2)=0.1010\), a difference of 0.3% relative to the ray value.

## How parallel the illumination must be

Tilting the incident beam by a small angle adds that angle to every ray and shifts the defocused image by the angle times \(\Delta\). Intensities from independent source directions add. For a Gaussian spread of rms angle \(\alpha\), the image is averaged over shifts of rms width \(\sigma=\alpha|\Delta|\). Expanding the intensity to second order in the shift, whose mean is zero, adds \(\frac12\sigma^2I''\). For small \(C\) the wall signal follows \(\mathrm{sech}^2(x/\delta)\), whose second derivative at the centre is \(-2/\delta^2\). The contrast is multiplied by

\[
1-\frac{\sigma^2}{\delta^2}=1-\left(\frac{\alpha\Delta}{\delta}\right)^2 .
\]

With \(\alpha=50\) µrad the blur is 3.3 nm and the predicted loss 2.72% of the contrast. A sum over tilted incident waves also gives 2.72%. That agreement is closer than the approximation warrants. The next term of the blur expansion, \(\frac{\sigma^4}{8}\times\frac{16}{\delta^4}=2(\sigma/\delta)^4\), is by itself 0.15% of the contrast, so the other neglected terms must nearly offset it in this case.

The condition for small blur is \(\alpha\ll\delta/\Delta=\beta/C=303\) µrad. The source angle may thus exceed the deflection itself, as it does here. Such a spread blurs the splitting of the diffraction spots, yet the wall remains visible, because its image depends on the shift \(\alpha\Delta\) compared with the wall width.

## The two defocus scales compared

For a weak phase grating of period \(d\), the result \(I=1+2\varphi_q\sin\chi\cos qx\) applies with \(q=2\pi/d\):

\[
\chi=\frac{\Delta}{2k}\frac{4\pi^2}{d^2}=\frac{\pi\lambda\Delta}{d^2}.
\]

The contrast first peaks at \(\chi=\pi/2\), that is, at \(\Delta=d^2/(2\lambda)=8.0\) nm, and a numerical defocus scan finds the maximum there to within its resolution. This value is for a grating of negligible thickness. The 50 nm film is six times thicker than 8.0 nm, so its lattice is not a thin phase object: propagation inside the film shifts the contrast maxima and changes their height, and the number gives only the nanometre scale \(d^2/\lambda\) on which lattice contrast varies with defocus. Lens aberrations, omitted here, would also change the best setting for a real lattice image. The ratio of the two distances is

\[
\frac{C\delta/\beta}{d^2/(2\lambda)}
=2C\,\frac{\delta}{d}\,\frac{\lambda/d}{\beta}
=2(0.1)(100)(414)\simeq8.3\times10^3 .
\]

Two factors make it large: the wall half-width is a hundred times the lattice spacing, and the magnetic deflection is about four hundred times smaller than the Bragg scattering angle. A defocus series for this wall should therefore be laid out in tens of micrometres, with both signs included to show the exchange of bright and dark. At small defocus that exchange follows from \(I-1\simeq-(\Delta/k)\varphi''\) for any phase object, magnetic or not, so it does not by itself show that the phase is magnetic. The numerical output below lists the values to more digits.

## Table of computed values

```
Accelerating voltage: 200 kV
Magnetic induction: 1.0 T
Film thickness: 50 nm
Lattice-plane spacing: 0.2 nm
Wall parameter delta: 20 nm
Target contrast: 0.10 (dimensionless)
Electron momentum: 2.6420e-22 kg m/s
Sideways momentum: 8.0109e-27 kg m/s
Electron wavelength: 2.5079 pm
Lorentz deflection, formula: 30.321 microrad
Lorentz deflection, trajectory: 30.321 microrad
Lateral shift within film: 0.758 pm
Thick test slab: 0.5 mm
Thick-slab angle, trajectory: 0.30806 rad
Thick-slab eBt/p: 0.30321 (dimensionless)
Direct-spot shift, Fourier sum: 30.3 microrad
Bragg-spot shift, Fourier sum: 30.2 microrad
Bragg angle theta_B: 6.270 mrad
Scattering angle 2 theta_B: 12.540 mrad
Flux quantum h/e: 4.1357e-15 Wb
Deflection / scattering angle: 2.41799e-03 (dimensionless)
Scattering angle / deflection: 413.6 (dimensionless)
At 100 kV: deflection 44.750 microrad, ratio 2.41795e-03
At 200 kV: deflection 30.321 microrad, ratio 2.41797e-03
At 300 kV: deflection 23.802 microrad, ratio 2.41798e-03
Required wall defocus: 65.96 micrometre
Bright centre, ray: 1.11111 (background units)
Bright centre, wave: 1.11064 (background units)
Dark centre, ray: 0.90909 (background units)
Dark centre, wave: 0.90927 (background units)
Contrast, wave: 0.10069 (dimensionless)
Diffraction parameter a: 0.03291 (dimensionless)
Weak-wall test parameter a: 0.050 (dimensionless)
Weak-wall loss, wave: 0.631 percent
Weak-wall loss, formula: 0.667 percent
Ray-crossing defocus: 659.6 micrometre
Wave intensity at crossing: 2.9192 (background units)
Source rms angle: 50 microrad
Source blur rms width: 3.298 nm
Source-blurred contrast: 0.09795 (dimensionless)
Source loss, wave sum: 2.722 percent
Source loss, formula: 2.719 percent
Source angle scale beta/C: 303.2 microrad
Lattice defocus, formula: 7.975 nm
Lattice defocus, scan: 7.95 nm
Wall / lattice defocus: 8271 (dimensionless)
```
